# Sucher's symmetric level-shift formula and its error at finite switching rate, part 2

A perturbation $V$ shifts a non-degenerate level $|a\rangle$ of $H_0$, with energy $E_a$, by $\Delta E$. Sucher's symmetric formula obtains the shift from the adiabatic amplitude $S$:

$$\Delta E=\lim_{\epsilon\to0}\;\frac{i\epsilon\lambda}{2}\,\frac{\partial_\lambda S}{S}\bigg|_{\lambda=1}.\tag{1}$$

Hartree atomic units are used, $\hbar=1$. $H(g)=H_0+gV$ is Hermitian and finite-dimensional, $H=H(\lambda)$, and $g(t)=\lambda e^{-\epsilon|t|}$ with real $\lambda$. With the interaction-picture evolution operator $U$, $S=\langle a|U(\infty,-\infty)|a\rangle$ and $|\phi_\pm\rangle=U(0,\mp\infty)|a\rangle=\sum_n\lambda^n|\phi_\pm^{(n)}\rangle$. Exactly,

$$(H-E_a)|\phi_\pm\rangle=\pm\,i\epsilon\lambda\,\partial_\lambda|\phi_\pm\rangle .\tag{4}$$

$$(H_0-E_a\mp i\epsilon n)\,\phi_\pm^{(n)}=-V\phi_\pm^{(n-1)}.\tag{5}$$

The one-sided and symmetric quantities are

$$D\equiv i\epsilon\lambda\,\partial_\lambda\ln\langle a|\phi_+\rangle=\frac{\langle a|H-E_a|\phi_+\rangle}{\langle a|\phi_+\rangle}.\tag{6}$$

$$\Sigma\equiv\frac{i\epsilon\lambda}{2}\,\partial_\lambda\ln S=\frac{\langle\phi_-|H-E_a|\phi_+\rangle}{\langle\phi_-|\phi_+\rangle}.\tag{7}$$

$S_n,\Sigma_n,D_n$ are the coefficients of $\lambda^n$ in $S,\Sigma,D$. With $\phi_+/\langle a|\phi_+\rangle=\sum_n\lambda^nR_n$, $R_0=|a\rangle$ and $Q=1-|a\rangle\langle a|$,

$$D_n=\langle a|V|R_{n-1}\rangle,\qquad(H_0-E_a-i\epsilon n)R_n=-QVR_{n-1}+\sum_{k=1}^{n-1}D_kR_{n-k}.\tag{9}$$

Let $\psi_n$ be the normalized eigenvectors of $H(\lambda)$, $\psi_a$ the one joining $|a\rangle$ (phase chosen so that $\langle\psi_a|\partial_\lambda\psi_a\rangle=0$), $\Omega_n$ their energies measured from that of $\psi_a$, and $\bar V_{na}=\langle\psi_n|V|\psi_a\rangle$. Then

$$\Sigma=\Delta E+c\,\epsilon^2+O(\epsilon^3),\qquad c=-\lambda^2\sum_{n\ne a}\frac{|\bar V_{na}|^2}{\Omega_n^3},\tag{11}$$

$$D=\Delta E+\epsilon D'+O(\epsilon^2),\qquad D'=i\lambda\frac{\langle a|\partial_\lambda\psi_a\rangle}{\langle a|\psi_a\rangle}=-i\lambda\sum_{n\neq a}\frac{\langle a|\psi_n\rangle\bar V_{na}}{\Omega_n\langle a|\psi_a\rangle}.\tag{12}$$

Formula (1) is proved order by order in $\lambda$, and at finite $\lambda$ for two levels. For these, $\omega=E_b-E_a$, $v=V_{ab}=V_{ba}$, $\delta=V_{aa}-V_{bb}$, $u=\omega-g\delta$, and $H(g)-E_a$ has eigenvalues $e_a<e_b$:

$$e_a=\Delta E(g)=gV_{aa}+\frac u2-\frac\Omega2,\qquad\Omega(g)=e_b-e_a=\sqrt{u^2+4g^2v^2}.\tag{13}$$

$$\ln S=-\frac{2i}{\epsilon}\int_0^\lambda\frac{\Delta E(g)}{g}\,dg-2i\epsilon\int_0^\lambda\frac{c(g)}{g}\,dg+O(\epsilon^2).\tag{17}$$

$$1-|S|^2=\frac{4\epsilon^2\lambda^2\bar V_{ba}^2}{\Omega^4}+O(\epsilon^3).\tag{18}$$

The example has $E_a=-0.5$, $E_b=0.3$, $V_{aa}=0.05$, $V_{bb}=-0.03$, $v=0.1$ hartree and $\lambda=1$; $S=0.648-0.760i$ at $\epsilon=0.1$ hartree and $-0.162-0.987i$ at $\epsilon=0.05$ hartree.

The expansion in Dyson terms is

$$\Sigma=\frac{i\epsilon}{2}\Big[\lambda S_1+\lambda^2\,(2S_2-S_1^2)+\dots\Big].\tag{19}$$

For two levels $S_1=-2iV_{aa}/\epsilon$. In second order, inserting unperturbed states $|n\rangle$ of energy $E_n$, with $V_{an}=\langle a|V|n\rangle$, gives

$$S_2=-V_{aa}^2J(0)-v^2J(\omega),\qquad J(\omega)=\int_{-\infty}^\infty\!dt_1\int_{-\infty}^{t_1}\!dt_2\;e^{-\epsilon|t_1|-\epsilon|t_2|}\,e^{-i\omega(t_1-t_2)}.$$

The region $t_2<t_1$ has three parts. When both times are negative, the $t_2$ integral gives $e^{(\epsilon+i\omega)t_1}/(\epsilon+i\omega)$; multiplied by $e^{(\epsilon-i\omega)t_1}$ this leaves $e^{2\epsilon t_1}$, whose integral is $1/2\epsilon$. When both are positive, the $t_1$ integral from $t_2$ to $\infty$ gives $e^{-(\epsilon+i\omega)t_2}/(\epsilon+i\omega)$; multiplied by $e^{-(\epsilon-i\omega)t_2}$ this leaves $e^{-2\epsilon t_2}$ and the same value. When $t_2<0<t_1$ the integrals separate and each gives $1/(\epsilon+i\omega)$. The sum is

$$J(\omega)=\frac{1}{\epsilon(\epsilon+i\omega)}+\frac{1}{(\epsilon+i\omega)^2}.\tag{20}$$

At $\omega=0$ this is $2/\epsilon^2$, so the intermediate state $|a\rangle$ contributes $-2V_{aa}^2/\epsilon^2=S_1^2/2$. This double pole cancels exactly in $2S_2-S_1^2=-2v^2J(\omega)$, and $\Sigma_2=-i\epsilon v^2J(\omega)$. Using $\epsilon+i\omega=i(\omega-i\epsilon)$, one has $J=-i/[\epsilon(\omega-i\epsilon)]-1/(\omega-i\epsilon)^2$, so

$$\Sigma_2=-\frac{v^2}{\omega-i\epsilon}+\frac{i\epsilon v^2}{(\omega-i\epsilon)^2}=-v^2\frac{\omega-2i\epsilon}{(\omega-i\epsilon)^2}=-\frac{v^2}{\omega}\left[1+\frac{\epsilon^2}{(\omega-i\epsilon)^2}\right],\tag{21}$$

where the last step uses $\omega(\omega-2i\epsilon)=(\omega-i\epsilon)^2+\epsilon^2$. The limit is $-v^2/\omega=v^2/(E_a-E_b)$, the second-order Rayleigh–Schrödinger shift, and the leading error $-v^2\epsilon^2/\omega^3$ is (11) at lowest order in $\lambda$. The next term of the expansion, $-2iv^2\epsilon^3/\omega^4$, is the leading imaginary part. For the one-sided formula only the first region enters. The terms $F_n$ of $\langle a|\phi_+\rangle$ are $F_1=-iV_{aa}/\epsilon$ and $F_2=F_1^2/2-v^2/[2\epsilon(\epsilon+i\omega)]$, so

$$D_2=i\epsilon(2F_2-F_1^2)=-\frac{iv^2}{\epsilon+i\omega}=-\frac{v^2}{\omega-i\epsilon}.\tag{22}$$

This is the first term in the first form of (21), with linear error $-i\epsilon v^2/\omega^2$. The second term there comes from the region that straddles $t=0$, and its leading value $+i\epsilon v^2/\omega^2$ cancels that error.

Equation (21) also shows how the formula fails. At $\omega=0$ its middle form is $-v^2(-2i\epsilon)/(-\epsilon^2)=-2iv^2/\epsilon$, which diverges as $\epsilon\to0$; with the example's $v$ and $\epsilon=0.1$ hartree the Dyson integrals give $-0.2i$ hartree. The state $|a\rangle$ is then not the $g\to0$ limit of an eigenvector of $H(g)$, the true shifts are of first order and are the eigenvalues of $gV$ in the degenerate pair, and the correct linear combinations must be found first. For an expansion in $\lambda$ that alone is not enough: if the partners are still coupled through other states, the component of $R_2$ along the partner has the denominator $-2i\epsilon$ in (9), and the divergence returns in a higher order. A degeneracy that $V$ does not lift by mixing at any order, because a symmetry of $H_0$ and $V$ keeps the partners in different sectors, is harmless: the whole derivation runs inside the sector of $|a\rangle$. For a small nonzero $\omega$ the limit exists, but the second-order term (21) comes close to it only when $\epsilon\ll|\omega|$.

In the example $\omega=0.8$, $\delta=0.08$, $v=0.1$ hartree and $\lambda=1$; these are round model parameters. At $\epsilon=0.1$ hartree, $S_1=-2i(0.05)/0.1=-i$. Equation (20) gives $J=0.047337-12.686391i$ hartree$^{-2}$, and $S_2=-0.5-0.01J=-0.500473+0.126864i$, which agrees with direct integration of the Dyson terms in time. Then $2S_2-S_1^2=2S_2+1=-0.000947+0.253728i$, and multiplication by $i\epsilon/2=0.05i$ gives $\Sigma_2=-0.012686-0.000047i$ hartree. The limit is $-0.01/0.8=-0.0125$ hartree. The one-sided value at the same rate is $-0.012308-0.001538i$ hartree. Through second order the shift is $0.05-0.0125=0.0375$ hartree, or $1.02043$ eV. The exact value from (13) has $u=0.72$ and $\Omega=0.747262$ hartree, so $\Delta E=0.05+0.36-0.373631=0.036369$ hartree, and the second-order sum exceeds it by $0.00113$ hartree, about 3 percent of the exact shift. The higher orders come from expanding (13): $\Omega/2=u/2+g^2v^2/u-g^4v^4/u^3+\dots$ and $1/u=\omega^{-1}(1+g\delta/\omega+g^2\delta^2/\omega^2+\dots)$ give $-v^2\delta/\omega^2=-0.00125$ hartree in third order and $v^2(v^2-\delta^2)/\omega^3=0.0000703$ hartree in fourth order. A symbolic test confirms that the $\epsilon\to0$ limits of $\Sigma_n$ and $D_n$ built from (5) equal these Taylor coefficients for $n\le4$, that each $S_n$ alone has a pole at $\epsilon=0$, and that $\Sigma_n$ has no term linear in $\epsilon$ while $D_n$ has one for $n\ge2$. The fourth-order sum is $0.0363203$ hartree; the remainder of $4.9\times10^{-5}$ hartree up to the exact shift is mostly the fifth-order term, $4.6\times10^{-5}$ hartree.

At full strength the gap has its smallest sampled value on $0\le g\le1$ at $g=1$, where it is the $0.747262$ hartree used above. Diagonalization gives $c=-0.027467$ hartree$^{-1}$, $D'=-0.019528i$, and $0.147029$ hartree$^{-2}$ for the coefficient in (18), which for two levels must equal $-4c/\Omega=4(0.027467)/0.747262$. The values below come from summing the recursion (5). At the two larger rates, $S$, $\Sigma$, $D$ and $\phi_\pm$ are also tested against integration of the time-dependent equation with a finite difference in $\lambda$, which checks (4) to (7) independently. The errors are absolute deviations from the exact shift, in hartree.

| $\epsilon$ | $\lvert\Sigma-\Delta E\rvert$ | $\lvert D-\Delta E\rvert$ | $1-\lvert S\rvert^2$ |
|---|---|---|---|
| 0.1 | $2.693\times10^{-4}$ | $1.932\times10^{-3}$ | $1.409\times10^{-3}$ |
| 0.05 | $6.835\times10^{-5}$ | $9.740\times10^{-4}$ | $3.638\times10^{-4}$ |
| 0.025 | $1.715\times10^{-5}$ | $4.879\times10^{-4}$ | $9.166\times10^{-5}$ |
| 0.0125 | $4.291\times10^{-6}$ | $2.441\times10^{-4}$ | $2.296\times10^{-5}$ |

Halving $\epsilon$ divides the first and third columns of results by nearly four and the second by nearly two. At $\epsilon=0.0125$, where $\epsilon^2=1.5625\times10^{-4}$, the predictions are $0.027467\,\epsilon^2=4.292\times10^{-6}$, $0.019528\,\epsilon=2.441\times10^{-4}$ and $0.147029\,\epsilon^2=2.297\times10^{-5}$. The imaginary part of $\Sigma$ runs through $-7.8\times10^{-5}$, $-1.0\times10^{-5}$, $-1.3\times10^{-6}$ and $-1.6\times10^{-7}$ hartree, falling by about eight at each step, as expected of an $\epsilon^3$ term. The comparison of moduli overstates the advantage of the symmetric form in this model. For real $V$ all vectors in (12) are real and $D'$ is purely imaginary, so the real part of $D$ is also accurate to order $\epsilon^2$. At $\epsilon=0.0125$ the real parts are $0.03637371$ for $D$ and $0.03636488$ for $\Sigma$, on opposite sides of the exact $0.03636917$ hartree and about equally far from it. In second order this is explicit: the real parts of (22) and (21) are $-(v^2/\omega)(1-\epsilon^2/\omega^2)$ and $-(v^2/\omega)(1+\epsilon^2/\omega^2)$ at leading order.

The phase in (17) needs $\int_0^1\Delta E\,dg/g=0.0433606$ hartree. The divergent term is $-2(0.0433606)/\epsilon$, that is $-0.867$ rad at $\epsilon=0.1$ and $-1.734$ rad at $\epsilon=0.05$. The first angle lies in the fourth quadrant and the second has passed $-\pi/2$, which accounts for the two amplitudes quoted at the start and for the change of sign of their real part. At $\epsilon=0.0125$ the term is $-6.9377$ rad. After it is removed from the computed $S$, a phase of $3.160\times10^{-4}$ rad remains, against $-2(0.0125)(-0.012653)=3.163\times10^{-4}$ rad from the second term of (17).

Bound-state QED uses (1) in the Furry picture. There $H_0$ is the energy of the Dirac field in the static potential of the nucleus, quantized in the bound and continuum solutions of that potential, plus the energy of the free photon field, and $V=\int j^\mu A_\mu\,d^3x$, so that $\lambda$ scales the charge in the coupling to photons while the nuclear potential is kept exact. Each factor of $V$ changes the photon number by one. Between states without photons the odd $S_n$ vanish, $\ln S=\lambda^2S_2+\lambda^4(S_4-S_2^2/2)+\dots$, and at $\lambda=1$

$$\Delta E=\lim_{\epsilon\to0}\frac{i\epsilon}{2}\Big[2S_2+\big(4S_4-2S_2^2\big)+\dots\Big].\tag{23}$$

The two-level model has the same structure when $V_{aa}=V_{bb}=0$, since $V$ then exchanges $a$ and $b$, and the symbolic test confirms that the second bracket yields $v^4/\omega^3$, the fourth-order coefficient above at $\delta=0$. The value of the symmetric form here is that $S_n$ is an integral over all times and all space of a time-ordered product, to which Wick's theorem and the bound-electron propagator apply directly. The vacuum $|0\rangle$ is shifted as well, and the observable energy is measured from it. Applying (1) to both states and subtracting, the difference of logarithms is the logarithm of a ratio,

$$\Delta E_a-\Delta E_0=\lim_{\epsilon\to0}\frac{i\epsilon\lambda}{2}\,\partial_\lambda\ln\frac{S_a}{S_0}\bigg|_{\lambda=1}.\tag{24}$$

The Hamiltonian also holds terms of order $e^2$: the mass counterterm and, in Coulomb gauge, the instantaneous interaction of the charge density with itself. Write them as $g^2W$. If they are switched as $g(t)^2=\lambda^2e^{-2\epsilon|t|}$, the Hamiltonian depends on time only through $g(t)$, a time shift rescales a $W$ vertex by $(e^{\epsilon t})^2$, and (4), (6) and (7) hold unchanged with $H=H_0+\lambda V+\lambda^2W$. The recursion (5) gains $-W\phi^{(n-2)}_\pm$ on the right, (9) gains $\langle a|W|R_{n-2}\rangle$ and $-QWR_{n-2}$, and in (11) and (12) $\lambda V$ becomes $\lambda\partial_\lambda H=\lambda V+2\lambda^2W$, because that operator arose from differentiating the eigenvalue equation. The choice of switching matters. A $W$ vertex contributes $-i\lambda^2W_{aa}\int e^{-2\epsilon|t|}dt=-i\lambda^2W_{aa}/\epsilon$ to $S$, and $(i\epsilon/2)\cdot2$ times this is $W_{aa}$, as it should be. Switched as $\lambda^2e^{-\epsilon|t|}$, the integral would be $2/\epsilon$ and the result $2W_{aa}$.

A four-level model with complex Hermitian $V$ and a switched $g^2W$ term tests these extensions at finite $\lambda$, where the proof above covers only two levels. At $\epsilon=0.004$ hartree the symmetric formula gives $0.0485909$ hartree for the lowest level against the exact $0.0485926$, and $-0.0420283$ hartree for the next level against $-0.0420298$. The real part of the ratio of the deviation to $c\epsilon^2$ is $0.9993$ and $0.9992$. The deviation is negative for the lowest level, as (11) requires, and positive for the second, where (11) contains a term with $\Omega_n<0$. The shift of the interval, formed as in (24), is $-0.0420283-0.0485909=-0.0906192$ hartree against the exact $-0.0906225$. The program and its output are printed after this text.

The step from these models to QED is not covered by the proofs. With an ultraviolet cutoff and a finite quantization volume, each order involves finitely many intermediate states, and the order-by-order argument applies within the symmetry sector of $|a\rangle$ as long as no intermediate state is exactly degenerate with it. In infinite volume the photon energies fill a continuum down to zero and no atomic level has a gap, so (1) is used order by order with the volume sent to infinity before $\epsilon\to0$. Second order shows what then happens, by a calculation that the program does not test. Let the intermediate states have a smooth spectral weight $\rho(\omega)$, the sum of $|V_{an}|^2$ per unit energy, on an interval that contains $\omega=0$ in its interior, as for the channel in which an excited level decays to a lower one by emitting a photon. Summing the first form of (21),

$$\Sigma_2=-\int\frac{\rho(\omega)\,d\omega}{\omega-i\epsilon}+i\epsilon\int\frac{\rho(\omega)\,d\omega}{(\omega-i\epsilon)^2}.$$

In the second integral $(\omega-i\epsilon)^{-2}=-\partial_\omega(\omega-i\epsilon)^{-1}$, and integration by parts leaves finite end terms plus $\int\rho'\,d\omega/(\omega-i\epsilon)$, which stays finite, so the prefactor $\epsilon$ removes it. In the first, $1/(\omega-i\epsilon)=(\omega+i\epsilon)/(\omega^2+\epsilon^2)$; the real part tends to a principal value and the imaginary part is a peak of area $\pi$ that narrows onto $\omega=0$. The result is $\Sigma_2\to-\mathrm{P}\!\int\rho\,d\omega/\omega-i\pi\rho(0)$. It is complex and is no eigenvalue of the Hermitian $H$: the real part is the second-order displacement of the level, and the imaginary part is $-\Gamma/2$ with $\Gamma=2\pi\rho(0)$, the golden-rule decay rate. The term dropped is of order $\epsilon$, but it cancels the linear correction of the first integral, as it did for a single level in (21). With $F(z)=\int\rho\,d\omega/(\omega-z)$ one has $\Sigma_2=-F(i\epsilon)+i\epsilon F'(i\epsilon)$. For smooth $\rho$, repeated integration by parts moves each derivative onto $\rho$, so $F,F',F'',\dots$ have finite limits $F_0,F_1,F_2,\dots$ at $z\to i0^+$. Then $-F(i\epsilon)=-F_0-i\epsilon F_1+\epsilon^2F_2/2+O(\epsilon^3)$ and $i\epsilon F'(i\epsilon)=i\epsilon F_1-\epsilon^2F_2+O(\epsilon^3)$, so that $\Sigma_2=-F_0-\epsilon^2F_2/2+O(\epsilon^3)$. For such a smooth weight the error at this order is still quadratic in $\epsilon$. Its coefficient, however, is not the sum in (11), which diverges here, and it has the imaginary part $-\pi\rho''(0)/2$. The real coefficient (11) applies at this order when the sum or integral of $\rho/|\omega|^3$ converges, as it does for isolated levels. For every atomic level, excited or lowest, the states made of the same level plus a soft photon form a further continuum that begins at $\omega=0$, and for the lowest level this is the only weight near $\omega=0$. That weight is not smooth at the threshold, so the expansion above does not cover it. The existence of the limit and the order of the error then depend on how fast the weight vanishes there. For $\rho=b\,\omega$ just above $\omega=0$, $F(z)$ contains $-bz\ln(-z)$; the logarithm cancels in $-F+zF'$, but a term $-bz$, linear in $\epsilon$, is left. This has to be examined in each order.

## Computed values

```
Ea=-0.5 Eb=0.3 w=0.80 Vaa=0.05 Vbb=-0.03 v=0.1 hartree, lambda=1
eps=0.1 hartree: S1=0.00000000-1.00000000i, S2=-0.50047337+0.12686391i (dimensionless)
J=0.04733728-12.68639053i hartree^-2
dE1(eps)=0.05000000 hartree
dE2(eps) Dyson=-0.01268639-0.00004734i, closed form=-0.01268639-0.00004734i hartree
one-sided order 2 =-0.01230769-0.00153846i hartree
degenerate w=0, eps=0.1: dE2 Im part=-0.20000000 hartree
limit order 1: a = 0.05000000, partial sum 0.05000000 hartree
limit order 2: -v**2/w = -0.01250000, partial sum 0.03750000 hartree
limit order 3: -v**2*(a - b)/w**2 = -0.00125000, partial sum 0.03625000 hartree
limit order 4: v**2*(-a + b + v)*(a - b + v)/w**3 = 0.00007031, partial sum 0.03632031 hartree
exact shift=0.03636917 hartree = 0.98966 eV
second-order sum=0.03750000 hartree = 1.02043 eV
exact - fourth-order sum=4.885e-05; Taylor order 5=4.609e-05, order 6=4.365e-06 hartree
exact gap Omega=0.747262 hartree; min gap on 0<=g<=1 = 0.747262 hartree
symmetric error coeff c=-0.027467 hartree^-1; one-sided coeff=-0.019528i (dimensionless)
leakage coeff=0.147029 hartree^-2
time evolution eps=0.1: S=0.64830389-0.76045587i; symmetric=0.03611145-0.00007802i hartree
time evolution eps=0.05: S=-0.16164185-0.98666514i; symmetric=0.03630155-0.00000999i hartree
int dE/g dg=0.04336063 hartree; int c/g dg=-0.012653 hartree^-1
eps=0.1: symmetric=0.03611145-0.00007802i, one-sided=0.03665697-0.00191089i hartree
   |error| sym=2.693e-04, one-sided=1.932e-03 hartree; 1-|S|^2=1.4089e-03
eps=0.05: symmetric=0.03630155-0.00000999i, one-sided=0.03644182-0.00097133i hartree
   |error| sym=6.835e-05, one-sided=9.740e-04 hartree; 1-|S|^2=3.6382e-04
eps=0.025: symmetric=0.03635206-0.00000126i, one-sided=0.03638736-0.00048758i hartree
   |error| sym=1.715e-05, one-sided=4.879e-04 hartree; 1-|S|^2=9.1661e-05
eps=0.0125: symmetric=0.03636488-0.00000016i, one-sided=0.03637371-0.00024403i hartree
   |error| sym=4.291e-06, one-sided=2.441e-04 hartree; 1-|S|^2=2.2959e-05
eps=0.0125: divergent phase=-6.937702 rad; residual=3.1601e-04, predicted=3.1633e-04 rad
4-level state 0, eps=0.004: symmetric=0.0485909, exact=0.0485926 hartree; error ratio=0.9993
4-level state 1, eps=0.004: symmetric=-0.0420283, exact=-0.0420298 hartree; error ratio=0.9992
4-level shift of gap: from ln(S_1/S_0)=-0.0906192, exact=-0.0906225 hartree
```
